# The Easy-Cone State from Second- and Fourth-Order Magnetic Anisotropy

## A tilt to be explained

A model magnetic film, held to a uniform magnetization, has that magnetization along the film normal when it is 1.5 nm thick. At 1.9 nm the magnetization lies in the plane. At 1.7 nm it does neither: the energy is lowest when it is tilted by 39.28° from the normal.

Two influences compete in this film. The interfaces favour the normal, and the magnetostatic energy favours the plane. Competition alone does not explain the tilt, as the simplest case shows.

Let $\theta$ be the angle between the magnetization and the film normal. The magnetization is taken as uniform, with fixed magnitude, and there is no applied field. The energy is assumed not to depend on the azimuth $\phi$, the direction of the in-plane component. SI units are used.

## First case: one anisotropy constant

Take the energy per volume

$$e(\theta)=K_1\sin^2\theta .$$

Since $\sin^2\theta$ runs from 0 at the normal to 1 in the plane, the minimum is at the normal for $K_1>0$ and in the plane for $K_1<0$. At $K_1=0$ all directions have equal energy.

Suppose two influences both vary as $\sin^2\theta$, with coefficients $A>0$ and $-B<0$. Their sum is $(A-B)\sin^2\theta$, which is again a one-constant energy. However closely they balance, the preferred direction is the normal or the plane. An oblique minimum needs a different angular dependence.

## Adding the fourth-order term

The next even power of $\sin\theta$ gives

$$e(\theta)=K_1\sin^2\theta+K_2\sin^4\theta. \tag{1}$$

The energy is unchanged by $\theta\to180^\circ-\theta$, so it is enough to study $0\le\theta\le90^\circ$. Set $x=\sin^2\theta$. On this interval $x$ rises steadily from 0 to 1, so each angle corresponds to one $x$, and the lowest energy can be sought in

$$e=K_1x+K_2x^2,\qquad 0\le x\le1. \tag{2}$$

The limits on $x$ matter as much as the parabola. Differentiating (1) directly gives

$$\frac{de}{d\theta}=2K_1\sin\theta\cos\theta+4K_2\sin^3\theta\cos\theta
=\sin2\theta\,\bigl(K_1+2K_2\sin^2\theta\bigr). \tag{3}$$

The factor $\sin2\theta$ vanishes at 0 and 90° for every $K_1$ and $K_2$. The normal and the plane are therefore stationary by symmetry, whether or not they are minima. The bracket supplies the possible oblique stationary point,

$$x_c=\sin^2\theta_c=-\frac{K_1}{2K_2}. \tag{4}$$

Equation (4) does not yet say that this point is a minimum, or that it lies below both ends. The sign of $K_2$ decides that.

### Positive $K_2$

Complete the square in (2). Since

$$K_2\left(x+\frac{K_1}{2K_2}\right)^2=K_2x^2+K_1x+\frac{K_1^2}{4K_2},$$

the energy is

$$e=K_2\left(x+\frac{K_1}{2K_2}\right)^2-\frac{K_1^2}{4K_2}. \tag{5}$$

With $K_2>0$, the lowest energy is at the allowed $x$ closest to $x_c=-K_1/(2K_2)$. There are three possibilities.

- If $K_1\ge0$, then $x_c\le0$ and the closest allowed point is $x=0$, the normal.
- If $K_1\le-2K_2$, then $x_c\ge1$ and the closest allowed point is $x=1$, the plane.
- If $-2K_2<K_1<0$, then $0<x_c<1$, and the minimum is at the oblique angle (4).

In the third case, dividing $-2K_2<K_1$ by $-2$ reverses the inequality and gives $K_2>-K_1/2$. Hence the oblique region is

$$K_1<0,\qquad K_2>-\frac{K_1}{2}. \tag{6}$$

The condition $K_2>0$ need not be listed separately: when $K_1<0$, the quantity $-K_1/2$ is positive, and $K_2$ exceeds it.

Because $\phi$ is free, the directions of lowest energy form a cone about the normal, together with its mirror image at $180^\circ-\theta_c$. This is the easy cone. The negative $K_1$ pulls the magnetization off the normal, and the positive $K_2$, whose cost grows faster with $x$, stops it before it reaches the plane.

### Zero or negative $K_2$

It remains to show that no cone exists elsewhere. For any $x$ between 0 and 1, subtract from $e(x)$ the straight line joining its end values, $e(0)=0$ and $e(1)=K_1+K_2$:

$$K_1x+K_2x^2-x(K_1+K_2)=-K_2x(1-x). \tag{7}$$

For $K_2<0$ the right side is positive inside the interval. The energy lies above the line, and the line is nowhere below its lower end. An interior point therefore cannot be the global minimum. For $K_2=0$ the energy is the line itself, and an end again wins unless $K_1$ also vanishes.

Thus, for $K_2\le0$, the normal wins if $K_1+K_2>0$ and the plane wins if $K_1+K_2<0$. For $K_2<0$ they tie at $K_1=-K_2$. Leaving aside the point $K_1=K_2=0$, where every direction is a minimum, condition (6) is both necessary and sufficient for an oblique global minimum.

### A check over the parameter plane

The classification was tested by direct minimization of (1) on an angular grid, with both constants drawn at random between $-1$ and 1 in a common unit. As a precaution, points at which $|K_1|$, $|K_1+K_2|$ or $|K_1+2K_2|$ was below 0.001 were skipped, which removed two of the 3000 draws. Every remaining case fell in the predicted phase: 1112 with the normal preferred, 564 cones and 1322 with the plane preferred.

These counts can be compared with areas. The square has area 4. Its quadrant $K_1<0$, $K_2>0$ has area 1, and the line $K_2=-K_1/2$ cuts off a triangle of area $\tfrac12\cdot1\cdot\tfrac12=\tfrac14$. The cone region has the remaining area $\tfrac34$, a fraction $\tfrac3{16}$ of the square. For the 2998 cases counted, this predicts about 562 cones, close to the 564 found.

The largest difference between a grid minimum and the angle from (4) was 0.0112°, about half the grid spacing of 0.0225°. That is the size expected from the grid.

## Local stability and coexistence

A global minimum is the state of lowest energy, but a magnet can also remain in a higher local minimum. To find these, differentiate (3) once more. The derivative of $\sin2\theta$ is $2\cos2\theta$, and that of the bracket is $2K_2\sin2\theta$, so

$$\frac{d^2e}{d\theta^2}=2\cos2\theta\,(K_1+2K_2\sin^2\theta)+2K_2\sin^22\theta. \tag{8}$$

At the normal, $\cos2\theta=1$ and both sines vanish. In the plane, $\cos2\theta=-1$, $\sin^2\theta=1$ and $\sin2\theta=0$. Therefore

$$e''(0)=2K_1,\qquad e''(90^\circ)=-2(K_1+2K_2). \tag{9}$$

At the oblique stationary point the bracket vanishes. With $\sin^22\theta=4\sin^2\theta\cos^2\theta=4x(1-x)$,

$$e''(\theta_c)=8K_2x_c(1-x_c). \tag{10}$$

Its sign is the sign of $K_2$. Inside region (6) the cone is a minimum, while both curvatures in (9) are negative, so the normal and the plane are both unstable. For $K_1=-0.8$ and $K_2=1$, equation (4) gives $x_c=0.4$ and equation (10) gives $8\times0.4\times0.6=1.92$. Finite differences of the energy reproduce this value, and also the curvatures $-1.6$ at the normal and $-2.4$ in the plane.

Now take $K_1=1$ and $K_2=-0.8$. Equation (4) still gives an allowed value, $x_c=1/1.6=0.625$, but the curvature there is $-1.5$. This stationary point is a maximum. The curvatures at the normal and in the plane are 2.0 and 1.2, so both are local minima. The normal has the lower energy, since $e(90^\circ)-e(0)=K_1+K_2=0.2$.

In general, both curvatures in (9) are positive when

$$K_2<0,\qquad 0<K_1<-2K_2. \tag{11}$$

This is a region of coexistence between normal and plane. It shows why the condition $0<x_c<1$ is not sufficient for a cone: the same interval of $x_c$ describes a minimum for positive $K_2$ and a barrier for negative $K_2$.

## How deep is the cone?

Inside region (6), equation (5) gives the cone energy at once, because its square vanishes:

$$e(\theta_c)=-\frac{K_1^2}{4K_2}. \tag{12}$$

Since $e(0)=0$, the normal lies above the cone by

$$e(0)-e(\theta_c)=\frac{K_1^2}{4K_2}. \tag{13}$$

For the plane,

$$\begin{aligned}
e(90^\circ)-e(\theta_c)&=K_1+K_2+\frac{K_1^2}{4K_2}\\
&=\frac{4K_1K_2+4K_2^2+K_1^2}{4K_2}
=\frac{(K_1+2K_2)^2}{4K_2}. 
\end{aligned}\tag{14}$$

Each difference vanishes at its own boundary: (13) at $K_1=0$, where the cone closes onto the normal, and (14) at $K_1=-2K_2$, where it opens into the plane.

The second difference is also the barrier for uniform reversal from the upper cone to the lower one. A continuous rotation from $\theta_c$ to $180^\circ-\theta_c$ must cross $90^\circ$, so it must pay at least (14). It need not pay more: between $\theta_c$ and $90^\circ$ both factors in (3) are positive or zero, so the energy rises steadily to its value in the plane, and then falls by symmetry. The result is an energy per volume for uniform rotation. Reversal through a nonuniform state is outside this calculation.

The free azimuth is an idealization. Suppose a further term $K_p\sin^2\theta\sin^2\phi$ is present with $K_p>0$. It cannot be negative, and it vanishes at $\phi=0$ and $180^\circ$. The minimum energy and the cone angle are therefore unchanged, but the full circle of directions is reduced to two on each cone.

## The two edges of the cone region

At $K_1=0$ with $K_2>0$, the energy is $K_2\sin^4\theta$. Near the normal this is $K_2\theta^4$ to leading order, with $\theta$ in radians. The curvature is zero, but the normal is still a minimum because the quartic term is positive.

Just inside the cone region $x_c$ is small, so $\sin\theta_c\approx\theta_c$ and

$$\theta_c\approx\sqrt{\frac{-K_1}{2K_2}}. \tag{15}$$

The angle starts from zero, without a jump, but as a square root. A small change in $K_1$ therefore produces a comparatively large tilt.

At the other edge, measure the angle from the plane by $\delta=90^\circ-\theta$ and let $s=\sin^2\delta$. Then $x=\cos^2\delta=1-s$, and

$$\begin{aligned}
e&=K_1(1-s)+K_2(1-2s+s^2)\\
&=K_1+K_2-(K_1+2K_2)s+K_2s^2. 
\end{aligned}\tag{16}$$

This has the same form as (2), apart from a constant, with $K_1$ replaced by $-(K_1+2K_2)$. The two edges are thus equivalent: at $K_1=-2K_2$ the linear term disappears, leaving $K_2\sin^4\delta$, and the cone joins the plane with the same square-root law.

As a numerical check, the energy rise was divided by the fourth power of a displacement of 0.01 rad, with $K_2=1$. Both edges gave 0.99993. The small deficit follows from $\sin\delta\approx\delta-\delta^3/6$, which gives $\sin^4\delta/\delta^4\approx1-2\delta^2/3$, or $1-0.00007$ here.

## From anisotropy constants to film thickness

To return to the film, $K_1$ must be related to the thickness $t$. Let the interfaces together contribute $-K_i\cos^2\theta$ per area, with $K_i>0$, so that they favour the normal. Dividing by $t$ gives the energy per volume of film, $-(K_i/t)\cos^2\theta$. The interface contribution is diluted as the film thickens.

The magnetostatic part comes from the charges on the film surfaces. For saturation magnetization $M_s$, the normal component is $M_s\cos\theta$, and the two faces carry surface charges $\pm M_s\cos\theta$. In a film of unlimited width these produce the internal field $H=-M_s\cos\theta$ along the normal. The in-plane component has charges only at the distant rim, and their field is neglected. The self-energy per volume is

$$-\frac{\mu_0}{2}\,\mathbf M\cdot\mathbf H=\frac{\mu_0M_s^2}{2}\cos^2\theta\equiv D\cos^2\theta. \tag{17}$$

The factor $\tfrac12$ is present because the field is produced by the magnetization itself.

The wide-film limit can be tested on a disc of radius $R$. At its centre, integrating the field of the two charged faces gives the normal demagnetizing factor

$$N_\perp=1-\frac{t/2}{\sqrt{R^2+t^2/4}}. \tag{18}$$

For $R/t=10\,000$ the correction is nearly $t/(2R)=0.00005$. Direct integration over the surface charges gives 0.99995 for the normal factor and 0.000025 for the in-plane factor. These are values at the centre. The energy of a uniformly magnetized disc depends on the factors averaged over its volume, which include the rim and approach 1 and 0 more slowly, with a logarithmic correction: for $R/t=10\,000$ the averaged normal factor is 0.99966. For a finite element the coefficient $D$ of the angular dependence is multiplied by the difference of the averaged normal and in-plane factors. This reduction may be ignored only when it is small compared with $K_2$ and $|K_1|$, which is a much stricter demand than a width large compared with the thickness.

Add a fourth-order term with $K_2$ independent of thickness, which is an assumption of this model. Using $\cos^2\theta=1-\sin^2\theta$,

$$\begin{aligned}
e&=\left(D-\frac{K_i}{t}\right)\cos^2\theta+K_2\sin^4\theta\\
&=\left(D-\frac{K_i}{t}\right)+\left(\frac{K_i}{t}-D\right)\sin^2\theta+K_2\sin^4\theta. 
\end{aligned}\tag{19}$$

The first bracket does not depend on angle and can be dropped. Hence

$$K_1=\frac{K_i}{t}-D. \tag{20}$$

Both competing influences have gone into the single constant $K_1$, as the first case required. Thickness tunes $K_1$ through zero, and near that balance even a modest $K_2$ can decide the direction.

For $K_2>0$, the cone begins when $K_1<0$, that is, when $t>K_i/D$. It ends when $K_1=-2K_2$, or $K_i/t=D-2K_2$. If $2K_2<D$, the cone occupies

$$\frac{K_i}{D}<t<\frac{K_i}{D-2K_2}. \tag{21}$$

If instead $2K_2\ge D$, there is no upper limit. Equation (20) gives $K_1>-D\ge-2K_2$ at every finite thickness, so the plane is never reached within this model.

## The numbers for the film

The film has the round model parameters $K_i=1.0$ mJ/m², $M_s=1.0$ MA/m and $K_2=50$ kJ/m³. They do not represent a named material. The magnetostatic constant is $D=628.32$ kJ/m³, more than ten times $K_2$. The limits (21) are

$$t_1=\frac{1.0\times10^{-3}}{628.32\times10^3}\ \text{m}=1.5915\ \text{nm},$$

$$t_2=\frac{1.0\times10^{-3}}{(628.32-100)\times10^3}\ \text{m}=1.8928\ \text{nm}.$$

The window is about 0.30 nm wide. Both limits were also located from the thicknesses at which the numerical curvature of the original film energy changes sign, first at the normal and then in the plane. They agree with (21).

At $t=1.7$ nm the interface term is $1.0\times10^{-3}/(1.7\times10^{-9})$ J/m³ $=588.24$ kJ/m³, so

$$K_1=588.24-628.32=-40.08\ \text{kJ/m}^3.$$

This is negative, and $-K_1/2=20.04$ kJ/m³ is smaller than $K_2$. Both conditions in (6) hold. The angle follows from

$$\sin^2\theta_c=\frac{40.08}{2\times50}=0.4008,\qquad \theta_c=39.28^\circ=0.6856\ \text{rad}.$$

The normal component of the unit magnetization is $\cos\theta_c=\sqrt{1-0.4008}=0.774$. Although the tilt is substantial, over three quarters of the full normal component remains.

From (13) and (14), the normal lies $40.08^2/200=8.03$ kJ/m³ above the cone, and the plane lies $(100-40.08)^2/200=17.95$ kJ/m³ above it. The second value is the uniform-reversal barrier per volume. Both are small compared with $D$. Inside the cone region $|K_1|$ and $K_1+2K_2$ are each less than $2K_2$, so (13) and (14) are each less than $K_2$, which is itself much smaller than $D$ here.

The tilt at other thicknesses shows how quickly the cone opens:

- at 1.6 nm, $K_1=-3.32$ kJ/m³ and $\theta_c=10.50^\circ$;
- at 1.8 nm, $K_1=-72.76$ kJ/m³ and $\theta_c=58.54^\circ$.

The first angle is notable because 1.6 nm is only 0.0085 nm beyond the onset. To see why, write $K_i=Dt_1$ in (20), which gives $K_1=-D(t-t_1)/t$. Equation (4) becomes

$$\sin^2\theta_c=\frac{D}{2K_2}\,\frac{t-t_1}{t}. \tag{22}$$

The relative excess thickness is about 0.0053, but $D/(2K_2)$ multiplies it by 6.28, giving 0.033. The square root then gives $\sin\theta_c\approx0.18$. The rapid opening thus has two causes: the large ratio of $D$ to $K_2$, and the square-root onset.

Such small thickness differences are below an atomic spacing. In a real film they can have meaning only as averages over an area, and whether the magnetization follows the average or varies from place to place is not settled by a uniform model.

All these numbers hold for a uniform state in a film of unlimited width, and both restrictions matter. With volume-averaged demagnetizing factors, a disc with $R/t=10\,000$ has $t_1=1.5924$ nm and an angle of 9.97° at 1.6 nm. At 1.7 nm the angle falls to 27.6° for $R/t=100$ and 15.5° for $R/t=50$, and at $R/t=15$ the normal is preferred. A wide film, on the other hand, can lower its magnetostatic energy by forming stripes. A small normal component modulated with wavenumber $k$ across an in-plane magnetization has the quadratic energy coefficient $Ak^2+D(1-e^{-kt})/(kt)-K_i/t-2K_2$, where $A$ is the exchange stiffness. At 1.9 nm this is $+2.0$ kJ/m³ for $k\to0$, but its minimum over $k$ is $-3.8$ kJ/m³ for $A=15$ pJ/m. The uniform in-plane state at that thickness is then unstable to stripes.

## Reversing the sign of $K_2$

Keep the same film but set $K_2=-50$ kJ/m³. The cone disappears. The normal and the plane exchange places at $K_1=-K_2=50$ kJ/m³, which by (20) means

$$t=\frac{K_i}{D-K_2}=\frac{1.0\times10^{-3}}{(628.32+50)\times10^3}\ \text{m}=1.4742\ \text{nm}.$$

A scan through this thickness confirmed that the lowest-energy angle passes directly from 0 to 90°, with no oblique value between.

The 1.5 nm film now behaves differently. Its $K_1=38.35$ kJ/m³ is positive, and with positive $K_2$ the normal was preferred. With the negative value, $K_1+K_2=-11.65$ kJ/m³, so the plane has the lower energy. The normal nevertheless remains a local minimum, because $e''(0)=2K_1>0$. A uniformly magnetized film could stay there until it was driven over the barrier. The sign of $K_2$ thus separates a continuous reorientation from a jump with possible hysteresis.

## What a sixth-order term would change

Equation (1) stops at fourth order. Adding $K_3\sin^6\theta$ replaces (2) by $K_1x+K_2x^2+K_3x^3$, and an oblique stationary point must satisfy

$$K_1+2K_2x+3K_3x^2=0. \tag{23}$$

Near the onset $x$ is small and the last term is of higher order. For fixed $K_2>0$, a cone still emerges from the normal at $K_1=0$, at least as a local minimum, and (15) still gives its leading angle. It is not the global minimum if $K_3<-K_2$, because the plane, with energy $K_2+K_3$ at $K_1=0$, is then already lower.

The other edge depends on the second derivative of the energy with respect to $x$, which is $2K_2+6K_3x$. If $K_3>-K_2/3$, this is positive for all $0\le x\le1$, so there is only one minimum. The cone then reaches the plane when (23) holds at $x=1$, and that edge moves to $K_1+2K_2+3K_3=0$. If $K_3<-K_2/3$, the second derivative is negative at $x=1$, and the stationary point that reaches the plane there is a maximum. As $K_1$ falls past this value the plane becomes a local minimum. Any change from cone to plane is then a jump, and its position must be found by comparing the energies directly. Region (6) is therefore the complete answer for the two-constant energy, and it remains a good guide for a uniformly magnetized film when $|K_3|$ is small compared with $K_2$ and the distance from the upper edge, $K_1+2K_2$, is large compared with $3|K_3|$.

## Calculated quantities

```
Curvatures (dimensionless): axis, plane, interior point
  K1=-0.8, K2=1.0: -1.600 -2.400 1.920
  K1=1.0, K2=-0.8: 2.000 1.200 -1.500
Random cases: axis 1112, cone 564, plane 1322
Largest cone-angle error: 0.0112 deg (grid step 0.0225 deg)
Quartic ratios at boundaries: 0.99993, 0.99993
Disc radius/thickness: 10000
Demagnetizing factors: normal 0.99995, in-plane 0.000025
Ki = 1.0 mJ/m^2
Ms = 1.0 MA/m
K2 = 50.0 kJ/m^3
D = mu0 Ms^2/2 = 628.32 kJ/m^3
Cone starts at t = 1.5915 nm
Cone ends at t = 1.8928 nm
Width of cone window = 0.3012 nm
t (nm), K1 (kJ/m^3), numerical angle (deg), phase
  1.5, 38.35, 0.00, axis
  1.6, -3.32, 10.50, cone
  1.7, -40.08, 39.28, cone
  1.8, -72.76, 58.54, cone
  1.9, -102.00, 90.00, plane
At t = 1.7 nm: K1 = -40.08 kJ/m^3
  -K1/2 = 20.04 kJ/m^3
  sin^2(theta_c) = 0.4008
  theta_c = 39.28 deg = 0.6856 rad
  normal component m_z = 0.7741
  e(axis) - e(cone) = 8.033 kJ/m^3
  e(plane) - e(cone) = 17.950 kJ/m^3
With K2 = -50.0 kJ/m^3: axis-plane jump at t = 1.4742 nm
```
